# Comment on curing a polar periodic slab by adding vacuum: a program that tests the result

```python
"""
Result under test: a slab with dipole per area m, repeated with period L under a
periodic potential, feels the spurious vacuum field
    F = 4 pi m / L = 4 pi m0 / (L - 4 pi alpha),
and its energy per area is wrong by -2 pi m0^2 / (L - 4 pi alpha).
m0, alpha: dipole and polarizability per area of the ISOLATED slab.
Model: one occupied subband in the Hartree approximation, a short-range Gaussian
well for the electrons and a displaced Gaussian layer of positive charge.
The isolated slab uses the open-boundary kernel -2 pi |z - z'|; the periodic
slab uses a Fourier series without the zero wave vector. Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
FIELD_V_ANG = HARTREE_EV / BOHR_ANG

AREAL_DENSITY = 0.02     # electrons per bohr^2
WELL_DEPTH = 0.5         # hartree
WELL_WIDTH = 2.5         # bohr, Gaussian standard deviation
LAYER_WIDTH = 1.5        # bohr, Gaussian standard deviation
LAYER_SHIFT = 1.0        # bohr, displacement of the positive layer
THICKNESS = 12.0         # bohr, nominal slab thickness
SPACING = 0.25           # bohr, target grid spacing
FERMI_KINETIC = np.pi * AREAL_DENSITY   # in-plane Fermi energy, two spins


def solve_slab(length, boundary, applied_field=0.0, shift=LAYER_SHIFT):
    """boundary: 'isolated', 'periodic' or 'corrected' (dipole correction)."""
    n = 2 * int(round(length / (2 * SPACING)))
    h = length / n
    z = (np.arange(n) - n // 2) * h
    wave = 2 * np.pi * np.fft.fftfreq(n, h)
    kinetic = np.fft.ifft(0.5 * wave[:, None]**2
                          * np.fft.fft(np.eye(n), axis=0), axis=0).real
    kinetic = 0.5 * (kinetic + kinetic.T)
    well = -WELL_DEPTH * np.exp(-z**2 / (2 * WELL_WIDTH**2))
    positive = np.exp(-(z - shift)**2 / (2 * LAYER_WIDTH**2))
    positive *= AREAL_DENSITY / (h * positive.sum())
    # The diagonal term removes the leading quadrature error of the kink.
    kernel = None
    if boundary == "isolated":
        kernel = -2 * np.pi * (h * np.abs(z[:, None] - z[None, :])
                               + h**2 / 6 * np.eye(n))

    def periodic_potential(charge):
        coeff = np.fft.fft(charge)
        coeff[0] = 0.0
        coeff[1:] *= 4 * np.pi / wave[1:]**2
        return np.fft.ifft(coeff).real

    def potential(charge):
        if boundary == "isolated":
            return kernel @ charge - applied_field * z
        phi = periodic_potential(charge)
        if boundary == "corrected":
            phi = phi + 4 * np.pi * h * np.sum(z * charge) * z / length
        return phi

    electrons = np.exp(-z**2 / 4)
    electrons *= AREAL_DENSITY / (h * electrons.sum())
    for _ in range(300):
        phi = potential(positive - electrons)
        levels, states = eigh(kinetic + np.diag(well - phi),
                              subset_by_index=[0, 1])
        orbital = states[:, 0]
        new = AREAL_DENSITY * orbital**2 / h
        change = np.max(np.abs(new - electrons))
        if change < 1e-11:
            break
        electrons = electrons + 0.6 * (new - electrons)
    else:
        raise RuntimeError("self-consistency not reached")
    charge = positive - new
    phi = potential(charge)
    energy = (AREAL_DENSITY * orbital @ ((kinetic + np.diag(well)) @ orbital)
              + 0.5 * h * np.sum(charge * phi))
    edge_field = -np.fft.ifft(1j * wave * np.fft.fft(phi)).real[0]
    fermi = levels[0] + FERMI_KINETIC
    i_left = np.argmin(np.abs(z + THICKNESS / 2))
    i_right = np.argmin(np.abs(z - THICKNESS / 2))
    return dict(z=z, h=h, charge=charge, phi=phi, energy=energy,
                dipole=h * np.sum(z * charge), edge_field=edge_field,
                gap=levels[1] - levels[0],
                work_left=-phi[0] - fermi, work_right=-phi[-1] - fermi,
                drop=phi[i_right] - phi[i_left],
                outside=h * new[np.abs(z) > THICKNESS / 2].sum() / AREAL_DENSITY,
                periodic_phi=periodic_potential(charge))


# Isolated slab: reference dipole, polarizability and potential step
BOX = 40.0
iso = solve_slab(BOX, "isolated")
m0 = iso["dipole"]
probe = 5e-4
alpha = (solve_slab(BOX, "isolated", probe)["dipole"]
         - solve_slab(BOX, "isolated", -probe)["dipole"]) / (2 * probe)
screen_length = 4 * np.pi * alpha
step = iso["phi"][-1] - iso["phi"][0]
assert abs(step - 4 * np.pi * m0) < 1e-6
assert iso["outside"] < 0.01
assert 0 < screen_length < THICKNESS

# Same frozen density: periodic minus isolated potential must be linear in z
difference = iso["periodic_phi"] - iso["phi"]
line = -4 * np.pi * m0 / BOX * iso["z"]
remainder = difference - line
linear_error = np.max(np.abs(remainder - remainder.mean()))
assert linear_error < 3e-6
frozen_shift = 0.5 * iso["h"] * np.sum(iso["charge"] * difference)
assert abs(frozen_shift / (-2 * np.pi * m0**2 / BOX) - 1) < 2e-3

print("MODEL INPUT")
print(f"electrons per area: {AREAL_DENSITY} bohr^-2")
print(f"well depth: {WELL_DEPTH} hartree; well width: {WELL_WIDTH} bohr")
print(f"positive layer width: {LAYER_WIDTH} bohr; shift: {LAYER_SHIFT} bohr")
print(f"nominal slab thickness: {THICKNESS} bohr")
print("ISOLATED SLAB")
print(f"electron fraction outside nominal slab: {iso['outside']:.1e}")
print(f"dipole per area m0: {m0:.6f} e/bohr")
print(f"4 pi alpha: {screen_length:.4f} bohr")
print(f"potential step: {step:.5f} hartree/e = {step*HARTREE_EV:.3f} V")
print(f"work function left: {iso['work_left']:.5f} hartree")
print(f"work function right: {iso['work_right']:.5f} hartree")
print(f"frozen density, L = {BOX:.0f} bohr, deviation of potential")
print(f"  difference from a straight line: {linear_error:.1e} hartree/e")
print(f"  energy shift: {frozen_shift*1e6:.3f} microhartree/bohr^2")

# Self-consistent periodic cells, vacuum doubled each time
cell_area = 1 / AREAL_DENSITY
fields, drops, gaps = [], [], []
print("UNCORRECTED PERIODIC CELLS")
for vacuum in (12.0, 24.0, 48.0, 96.0):
    length = THICKNESS + vacuum
    cell = solve_slab(length, "periodic")
    field = cell["edge_field"]
    law = 4 * np.pi * m0 / (length - screen_length)
    rigid = 4 * np.pi * m0 / length
    shift_energy = cell["energy"] - iso["energy"]
    law_energy = -2 * np.pi * m0**2 / (length - screen_length)
    assert abs(field / law - 1) < 0.01
    assert abs(field - law) < 0.2 * abs(field - rigid)
    assert abs(shift_energy / law_energy - 1) < 0.01
    assert abs(cell["dipole"] * (1 - screen_length / length) / m0 - 1) < 0.01
    assert abs(cell["drop"] / (law * vacuum) - 1) < 0.02
    assert cell["gap"] > FERMI_KINETIC
    fields.append(field)
    drops.append(cell["drop"])
    gaps.append(cell["gap"])
    print(f"vacuum {vacuum:.0f} bohr, L = {length:.0f} bohr:")
    print(f"  field: {field:.6f} a.u. = {field*FIELD_V_ANG:.4f} V/angstrom")
    print(f"  field law: {law:.6f} a.u.; rigid-dipole law: {rigid:.6f} a.u.")
    print(f"  dipole per area: {cell['dipole']:.6f} e/bohr")
    print(f"  drop across vacuum: {cell['drop']:.5f} hartree/e")
    print(f"  energy error: {shift_energy*1e6:.3f}, law: {law_energy*1e6:.3f}"
          " microhartree/bohr^2")
    print(f"  energy error per {cell_area:.0f} bohr^2: "
          f"{shift_energy*cell_area*HARTREE_EV*1e3:.2f} meV")
ratios = [fields[i + 1] / fields[i] for i in range(3)]
assert all(r > 0.5 for r in ratios)
assert all(drops[i + 1] > drops[i] for i in range(3)) and drops[-1] < step
print("field ratios on doubling vacuum: "
      + ", ".join(f"{r:.3f}" for r in ratios))
print(f"smallest subband gap: {min(gaps):.4f} hartree; "
      f"in-plane Fermi energy: {FERMI_KINETIC:.4f} hartree")

# Repeat length predicted for a tolerated field, then actually computed
target = 1e-3
needed = screen_length + 4 * np.pi * m0 / target
reached = solve_slab(needed, "periodic")["edge_field"]
assert abs(reached / target - 1) < 0.005
print("REPEAT LENGTH FOR A TOLERATED FIELD")
print(f"tolerated field: {target} a.u. = {target*FIELD_V_ANG:.4f} V/angstrom")
print(f"predicted L: {needed:.2f} bohr = {needed*BOHR_ANG:.2f} angstrom")
print(f"field computed at that L: {reached:.7f} a.u.")

# Dipole correction in the smallest cell, and a symmetric control slab
small = THICKNESS + 12.0
fixed = solve_slab(small, "corrected")
fixed_error = fixed["energy"] - iso["energy"]
assert abs(fixed["dipole"] - m0) < 1e-6
assert abs(fixed_error) < 2e-8
assert abs(fixed["work_left"] - iso["work_left"]) < 1e-5 + abs(
    fixed["phi"][0] + fixed["phi"][-1] - iso["phi"][0] - iso["phi"][-1])
assert abs((fixed["work_left"] - fixed["work_right"]) - step) < 2e-3
sym_iso = solve_slab(BOX, "isolated", shift=0.0)
sym_cell = solve_slab(small, "periodic", shift=0.0)
sym_error = sym_cell["energy"] - sym_iso["energy"]
assert abs(sym_cell["edge_field"]) < 1e-6
assert abs(sym_error) < 2e-8
print(f"DIPOLE CORRECTION AND SYMMETRIC CONTROL, L = {small:.0f} bohr")
print(f"corrected dipole per area: {fixed['dipole']:.6f} e/bohr")
print(f"corrected energy error: {fixed_error*1e6:.4f} microhartree/bohr^2")
print(f"corrected work functions, left and right: {fixed['work_left']:.5f}, "
      f"{fixed['work_right']:.5f} hartree")
print(f"symmetric slab field: {abs(sym_cell['edge_field']):.1e} a.u.")
print(f"symmetric slab energy error: {sym_error*1e6:.4f} microhartree/bohr^2")
print("all assertions hold")
```

It prints:

```
MODEL INPUT
electrons per area: 0.02 bohr^-2
well depth: 0.5 hartree; well width: 2.5 bohr
positive layer width: 1.5 bohr; shift: 1.0 bohr
nominal slab thickness: 12.0 bohr
ISOLATED SLAB
electron fraction outside nominal slab: 6.7e-04
dipole per area m0: 0.010102 e/bohr
4 pi alpha: 2.8968 bohr
potential step: 0.12695 hartree/e = 3.454 V
work function left: 0.36444 hartree
work function right: 0.23750 hartree
frozen density, L = 40 bohr, deviation of potential
  difference from a straight line: 2.7e-07 hartree/e
  energy shift: -16.031 microhartree/bohr^2
UNCORRECTED PERIODIC CELLS
vacuum 12 bohr, L = 24 bohr:
  field: 0.006012 a.u. = 0.3092 V/angstrom
  field law: 0.006016 a.u.; rigid-dipole law: 0.005289 a.u.
  dipole per area: 0.011483 e/bohr
  drop across vacuum: 0.07218 hartree/e
  energy error: -30.375, law: -30.385 microhartree/bohr^2
  energy error per 50 bohr^2: -41.33 meV
vacuum 24 bohr, L = 36 bohr:
  field: 0.003834 a.u. = 0.1972 V/angstrom
  field law: 0.003835 a.u.; rigid-dipole law: 0.003526 a.u.
  dipole per area: 0.010984 e/bohr
  drop across vacuum: 0.09206 hartree/e
  energy error: -19.368, law: -19.370 microhartree/bohr^2
  energy error per 50 bohr^2: -26.35 meV
vacuum 48 bohr, L = 60 bohr:
  field: 0.002223 a.u. = 0.1143 V/angstrom
  field law: 0.002223 a.u.; rigid-dipole law: 0.002116 a.u.
  dipole per area: 0.010614 e/bohr
  drop across vacuum: 0.10676 hartree/e
  energy error: -11.229, law: -11.229 microhartree/bohr^2
  energy error per 50 bohr^2: -15.28 meV
vacuum 96 bohr, L = 108 bohr:
  field: 0.001208 a.u. = 0.0621 V/angstrom
  field law: 0.001208 a.u.; rigid-dipole law: 0.001175 a.u.
  dipole per area: 0.010380 e/bohr
  drop across vacuum: 0.11601 hartree/e
  energy error: -6.101, law: -6.101 microhartree/bohr^2
  energy error per 50 bohr^2: -8.30 meV
field ratios on doubling vacuum: 0.638, 0.580, 0.543
smallest subband gap: 0.2079 hartree; in-plane Fermi energy: 0.0628 hartree
REPEAT LENGTH FOR A TOLERATED FIELD
tolerated field: 0.001 a.u. = 0.0514 V/angstrom
predicted L: 129.84 bohr = 68.71 angstrom
field computed at that L: 0.0010000 a.u.
DIPOLE CORRECTION AND SYMMETRIC CONTROL, L = 24 bohr
corrected dipole per area: 0.010102 e/bohr
corrected energy error: -0.0006 microhartree/bohr^2
corrected work functions, left and right: 0.36444, 0.23750 hartree
symmetric slab field: 1.6e-17 a.u.
symmetric slab energy error: -0.0004 microhartree/bohr^2
all assertions hold
```
